# Conduction-valley splitting in silicon around a copper through-silicon via

## Result and conventions

A long copper via of radius \(R\) runs along [001] through a silicon wafer. Let \(x,y,z\) lie along the cube axes, let \(r\) be the distance from the via axis, and let \(\theta\) be the polar angle measured from [100]. If the silicon is treated as elastically isotropic, the conduction valleys on [100] and [010], called X and Y, are separated to first order in strain by

\[
E_X-E_Y=2\Xi_u\,e(r)\cos2\theta,\qquad e(r)=e_R\frac{R^2}{r^2}.
\tag{1}
\]

Here \(\Xi_u\) is the uniaxial deformation potential and \(e_R\) is the radial strain of the silicon at the via wall. Tension is positive. The [001] valleys, called Z, do not move at this order.

The cosine belongs to the signed difference. The energy spread of the three valley pairs cannot be negative and follows \(|\cos2\theta|\). The origin of the angle also matters: if \(\phi\) is measured from [110], then \(\theta=\phi+45^\circ\) and \(\cos2\theta=-\sin2\phi\).

The derivation assumes linear elasticity, a bonded via, a uniform temperature, and a position far from both wafer faces. Displacements are measured from freely contracted silicon at the temperature of use. The wide wafer fixes the axial length, so the total axial strain in this reference is zero in both materials.

## The strain around the via

By symmetry the displacement is radial, \(u_r(r)\), with strains \(\varepsilon_{rr}=u_r'\) and \(\varepsilon_{\theta\theta}=u_r/r\). With Lamé constants \(\lambda,\mu\), Hooke's law in the silicon gives

\[
\sigma_{rr}=(\lambda+2\mu)u_r'+\lambda\frac{u_r}{r},\qquad
\sigma_{\theta\theta}=\lambda u_r'+(\lambda+2\mu)\frac{u_r}{r}.
\tag{2}
\]

Radial equilibrium requires \(\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0\). On inserting (2), the two terms \(\lambda u_r'/r\) and \(-\lambda u_r/r^2\) from \(\sigma_{rr}'\) combine with \(2\mu(u_r'/r-u_r/r^2)\) from the stress difference, leaving

\[
(\lambda+2\mu)\left(u_r''+\frac{u_r'}r-\frac{u_r}{r^2}\right)=0,
\qquad u_r=ar+\frac br.
\tag{3}
\]

The silicon displacement must decay, so \(a=0\) there. The copper displacement must be finite on the axis, so \(b=0\) there. Continuity at \(r=R\) then allows one constant \(c\):

\[
u_r=cr\quad(r<R),\qquad u_r=\frac{cR^2}{r}\quad(r>R).
\tag{4}
\]

Differentiating the outer solution gives

\[
\varepsilon_{rr}=-\frac{cR^2}{r^2},\qquad
\varepsilon_{\theta\theta}=+\frac{cR^2}{r^2},\qquad
\varepsilon_{zz}=0.
\tag{5}
\]

The trace is zero: silicon is stretched in one direction as much as it is squeezed in the other. Thus \(e_R=-c\).

The constant follows from the traction at the wall. Let the thermal misfit be \(\varepsilon^*=(\alpha_{\rm Cu}-\alpha_{\rm Si})\Delta T\), with \(\Delta T\) the temperature of use minus the stress-free temperature. In the copper, elastic strain is total strain minus misfit: \(c-\varepsilon^*\) in each in-plane direction and \(-\varepsilon^*\) along the axis. With subscript \(i\) for the via,

\[
\begin{aligned}
\sigma_{rr}^{\rm Cu}&=2(\lambda_i+\mu_i)(c-\varepsilon^*)-\lambda_i\varepsilon^*\\
&=2(\lambda_i+\mu_i)c-(3\lambda_i+2\mu_i)\varepsilon^*.
\end{aligned}
\tag{6}
\]

The silicon has zero trace, so its wall stress is \(2\mu_m\varepsilon_{rr}=-2\mu_mc\), where \(m\) denotes silicon. Equating it to (6) gives

\[
e_R=-c=-\frac{(3\lambda_i+2\mu_i)\varepsilon^*}
{2(\lambda_i+\mu_i+\mu_m)}.
\tag{7}
\]

On cooling, copper contracts more than silicon, \(\varepsilon^*<0\), and \(e_R>0\). The silicon is pulled toward the via radially and compressed around it. If the chip returns to the stress-free temperature, the strain vanishes; above that temperature its sign reverses.

## From strain to valley energies

Let \(\mathbf n=(\cos\theta,\sin\theta)\) be the radial unit vector and \(\mathbf t\) the tangential one. Since \(\mathbf n\mathbf n^T+\mathbf t\mathbf t^T=1\) in the plane, (5) becomes

\[
\varepsilon=e(r)(\mathbf n\mathbf n^T-\mathbf t\mathbf t^T)
=e(r)\begin{pmatrix}\cos2\theta&\sin2\theta\\
\sin2\theta&-\cos2\theta\end{pmatrix}.
\tag{8}
\]

The off-diagonal entry is the tensor shear \(\varepsilon_{xy}\), half the engineering shear.

Consider next the X valley in a uniform strain. Its first-order shift is linear in the six strain components. The reflections \(y\to-y\) and \(z\to-z\) preserve the valley but reverse the shears, so no shear can enter linearly. A quarter turn about \(x\) exchanges \(\varepsilon_{yy}\) and \(\varepsilon_{zz}\), so their coefficients are equal. The shift is therefore \(A\varepsilon_{xx}+B(\varepsilon_{yy}+\varepsilon_{zz})\). With \(\Xi_d=B\) and \(\Xi_u=A-B\), and with \(\mathbf v\) along any valley axis,

\[
\delta E_{\mathbf v}=\Xi_d\,\mathrm{tr}\,\varepsilon
+\Xi_u\,\mathbf v^T\varepsilon\mathbf v.
\tag{9}
\]

Applying this rule locally requires the strain to change little over the electron's wavelength. From (1), the relative strain gradient has magnitude \(2/r\), so the strain varies over microns when \(r\) is a few microns.

The trace in (9) is zero, and (8) gives

\[
\delta E_X=\Xi_ue\cos2\theta,\qquad
\delta E_Y=-\Xi_ue\cos2\theta,\qquad
\delta E_Z=0.
\tag{10}
\]

Subtraction gives (1). Because Z lies midway between X and Y, the full spread is \(2\Xi_u|e\cos2\theta|\), and the band edge falls by \(\Xi_u|e\cos2\theta|\). On a \(\langle110\rangle\) ray the strain is not zero: it is pure shear in the cube axes, which leaves all valley energies unchanged at first order. The masses are not protected in this way: \(\varepsilon_{xy}\) changes the transverse masses of the Z valleys along \([110]\) and \([1\bar10]\) linearly and in opposite directions, by roughly 2 percent at \(\varepsilon_{xy}=0.5\times10^{-3}\).

The angular pattern was tested by diagonalizing a silicon crystal with a local empirical pseudopotential, under strain (8) of amplitude \(3\times10^{-4}\). The atoms were carried along with the uniform strain, without internal relaxation. Relative to \(\theta=0\), the computed splitting was 0.7660 at \(20^\circ\), zero at \(45^\circ\) to the printed digits, and \(-0.7660\) at \(70^\circ\), as \(\cos2\theta\) requires. This crystal gave \(\Xi_u=10.24\) eV. A larger plane-wave basis lowers it by about 0.03 eV, to 10.22 eV. It also depends on how the potential is interpolated and is not used below.

## A copper via of 5 µm diameter

Take \(R=2.5\) µm, a stress-free temperature of 450 K and use at 300 K. The rough material values are expansions of 17 and 2.6 ppm/K for copper and silicon, a Young's modulus of 120 GPa and a Poisson ratio of 0.34 for copper, \(\mu_m=65.5\) GPa and \(\Xi_u=9\) eV. The two copper constants give \(\lambda_i=95.15\) GPa and \(\mu_i=44.78\) GPa, with extra digits kept only for the arithmetic. The misfit is

\[
\varepsilon^*=(17.0-2.6)\times10^{-6}\times(-150)
=-2.16\times10^{-3},
\]

and (7) gives

\[
e_R=\frac{375.00}{410.85}\times2.16\times10^{-3}
=1.972\times10^{-3}.
\]

A radial finite-element solution for the same materials, which does not assume (4), gave \(1.971\times10^{-3}\).

At \(r=5\) µm the factor \(R^2/r^2\) is one quarter, so \(e=0.493\times10^{-3}\). On the [100] ray,

\[
E_X-E_Y=2(9\ {\rm eV})(0.493\times10^{-3})
=8.87\ {\rm meV}.
\]

X rises by 4.44 meV and Y falls by the same amount. The valley whose axis points along the radial tension is the one that rises. The splitting is 6.27 meV at \(22.5^\circ\), zero at \(45^\circ\), and \(-8.87\) meV at \(90^\circ\). At the wall on the [100] ray it is 35.5 meV, four times the value at 5 µm.

These energies can be compared with \(k_BT=25.85\) meV. In bulk silicon with a nondegenerate electron gas, the valleys have equal densities of states and Boltzmann weights. Writing \(s=\Xi_ue\cos2\theta\),

\[
\frac{n_X}{n}=\frac{e^{-s/k_BT}}{1+2\cosh(s/k_BT)},\qquad
\frac{n_Y}{n}=\frac{e^{s/k_BT}}{1+2\cosh(s/k_BT)}.
\tag{11}
\]

For small shifts the numerator of \((n_Y-n_X)/n\) is approximately \(2s/k_BT\) and the denominator is 3, so the difference is \(2s/(3k_BT)\). Here \(s/k_BT=0.172\), which predicts 11.4 percentage points. The full weights give X, Y and Z shares of 27.8, 39.2 and 33.0 percent. The strain redistributes electrons among valleys without emptying any of them.

## The second-order shift of the Z valleys

Shear \(\varepsilon_{xy}\) couples two conduction bands that cross at the zone boundary on the \(z\) axis. Let \(s\) now be the wave number measured from that boundary, in units of the distance to the unstrained minimum. Let \(\Delta\) be the band separation at this minimum and \(\delta=D\varepsilon_{xy}\) the coupling. With parabolic dispersion and a linear splitting, the lower band is

\[
E(s)=\frac{\Delta s^2}{4}
-\sqrt{\frac{\Delta^2s^2}{4}+\delta^2}.
\tag{12}
\]

At \(\delta=0\), its minimum is at \(s=1\), with energy \(-\Delta/4\). For nonzero \(\delta\), setting the derivative to zero gives

\[
\frac{\Delta s}{2}\left[1-\frac{\Delta/2}
{\sqrt{\Delta^2s^2/4+\delta^2}}\right]=0.
\]

The minimum away from \(s=0\) has a square root equal to \(\Delta/2\), so \(s^2=1-4\delta^2/\Delta^2\). It exists for \(|\delta|<\Delta/2\). Substitution in (12) gives

\[
E_{\min}=\frac\Delta4-\frac{\delta^2}{\Delta}-\frac\Delta2,
\qquad
\delta E_Z=-\frac{D^2e^2\sin^22\theta}{\Delta}.
\tag{13}
\]

With rough values \(D=14\) eV and \(\Delta=0.5\) eV, the coupling at 5 µm and \(45^\circ\) is 6.9 meV and the shift is \(-0.095\) meV. This is about one percent of the largest first-order splitting at that radius. In this two-band estimate it nevertheless removes the threefold coincidence on the \(\langle110\rangle\) rays, where the first-order shifts vanish. Other second-order strain terms, which can move all three valley pairs, are not included.

## Cubic elasticity

Silicon resists the two kinds of in-plane shear differently. With \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa, the moduli are \((C_{11}-C_{12})/2=51\) GPa for stretching along the cube axes and 80 GPa for \(\varepsilon_{xy}\). The isotropic value used above is their average.

Symmetry shows what survives. Call the splitting \(f(\theta)\) at fixed \(r\). A quarter turn exchanges X and Y, so \(f(\theta+90^\circ)=-f(\theta)\). Reflection in the \(x\) axis gives \(f(-\theta)=f(\theta)\). The permitted Fourier series is therefore

\[
f(\theta)=f_2\cos2\theta+f_6\cos6\theta+f_{10}\cos10\theta+\cdots .
\tag{14}
\]

Every term vanishes at \(45^\circ\). The zeros on \(\langle110\rangle\) follow from symmetry, whereas the pure cosine was derived for isotropic silicon.

To find the amplitudes, insert \(\mathbf u=\mathbf a\,F(x+py)\) into the plane equilibrium equations of a cubic solid. The two components give

\[
\begin{aligned}
(C_{11}+p^2C_{44})a_1+p(C_{12}+C_{44})a_2&=0,\\
p(C_{12}+C_{44})a_1+(C_{44}+p^2C_{11})a_2&=0.
\end{aligned}
\tag{15}
\]

A nonzero \(\mathbf a\) requires a zero determinant. Dividing that condition by \(C_{11}C_{44}\) gives

\[
p^4+\beta p^2+1=0,\qquad
\beta=\frac{C_{11}^2-C_{12}^2-2C_{12}C_{44}}{C_{11}C_{44}}.
\tag{16}
\]

Take the two roots \(p_k\) with positive imaginary part and their vectors \(\mathbf a_k\). Define \(\zeta_k\), with \(|\zeta_k|\ge1\) outside the via, by

\[
x+p_ky=\frac R2\left[(1-ip_k)\zeta_k+\frac{1+ip_k}{\zeta_k}\right].
\tag{17}
\]

On the wall \(\zeta_k=e^{i\theta}\), since the right side is then \(R(\cos\theta+p_k\sin\theta)\). The decaying displacement

\[
\mathbf u=2\,{\rm Re}\sum_k\frac{q_k\mathbf a_k}{\zeta_k},\qquad
\sum_kq_k\mathbf a_k=\frac{cR}{2}\begin{pmatrix}1\\i\end{pmatrix}
\tag{18}
\]

equals \(cR(\cos\theta,\sin\theta)\) on the wall, as a uniformly contracting via requires.

The copper can match this solution if the wall traction is also uniform and radial. Equilibrium allows the stresses to be written as \(\sigma_{j1}=-\partial_y\psi_j\) and \(\sigma_{j2}=\partial_x\psi_j\), with \(\psi_j\) built from the same functions \(1/\zeta_k\). The wall traction is \(-R^{-1}\partial_\theta\psi_j\), which contains first harmonics alone, so it equals a constant matrix times \(\mathbf n\). The quarter turn and the reflection reduce that matrix to a number, and the traction is \(-kc\,\mathbf n\). In (7), \(2\mu_m\) is replaced by \(k\). Numerically \(k=126.6\) GPa, against 131 GPa in the isotropic model.

Differentiating (18) at \(r=5\) µm gives \(f_2=10.33\), \(f_6=-0.47\) and \(f_{10}=-0.04\) meV. At \(\theta=0\) they add to 9.82 meV, 11 percent above the isotropic result. At \(22.5^\circ\) the sixth harmonic adds to the second, and the splitting is 7.66 meV, 22 percent above the isotropic result. These percentages belong to this radius: near the via \(\zeta_k\) is not proportional to \(r\), so \(f_6\) and \(f_{10}\) do not fall as \(1/r^2\). At 10 µm the same two comparisons give about 2 percent below and 34 percent above the isotropic result. The in-plane trace is no longer zero; its largest magnitude is \(0.10\times10^{-3}\), about one fifth of the isotropic \(e\). Through \(\Xi_d\) it moves all valleys together. Through \(\Xi_u\) it also moves the mean of X and Y relative to Z by \(\Xi_u\,{\rm tr}\,\varepsilon/2\), at most 0.45 meV here. X and Y still coincide on the \(\langle110\rangle\) rays, but Z does not: at 5 µm it lies about 0.44 meV below them, a first-order offset more than four times the second-order shift in (13).

## The free surface

Transistors lie near a wafer face, where the long-via solution leaves an unbalanced axial stress. In isotropic silicon \(\sigma_{zz}=\lambda_m{\rm tr}\,\varepsilon=0\), but in copper

\[
S=2\lambda_i(c-\varepsilon^*)-(\lambda_i+2\mu_i)\varepsilon^*
=2\lambda_ic-(3\lambda_i+2\mu_i)\varepsilon^*,
\tag{19}
\]

which is 435 MPa in the example. A free face is obtained by adding the field of a pressure \(S\) over the via's end.

For a point force \(P\) pressing into a uniform half-space \(z>0\), let \(\rho^2=x^2+y^2+z^2\), let \(\nu\) be Poisson's ratio, and let \(\nabla_2\) be the in-plane gradient. The displacement is

\[
\mathbf u=\frac{P}{4\pi\mu}\left[-z\nabla\frac1\rho
-(1-2\nu)\nabla_2\ln(\rho+z)
+\frac{2(1-\nu)}{\rho}\hat{\mathbf z}\right].
\tag{20}
\]

This can be verified directly. Both \(1/\rho\) and \(\ln(\rho+z)\) are harmonic, so only the first term contributes to the Laplacian:

\[
\nabla^2\mathbf u=\frac{P}{2\pi\mu}\nabla\frac z{\rho^3},\qquad
\nabla\cdot\mathbf u=-\frac{P(1-2\nu)}{2\pi\mu}\frac z{\rho^3}.
\]

Hence \(\nabla^2\mathbf u+(1-2\nu)^{-1}\nabla(\nabla\cdot\mathbf u)=0\), the equilibrium equation. The normal stress is \(\sigma_{zz}=-3Pz^3/(2\pi\rho^5)\), which vanishes on the face away from the load and integrates to \(-P\) over any plane below it. In the shear traction at \(z=0\), the coefficients are \(1+(1-2\nu)-2(1-\nu)=0\).

On the face, (20) gives a radial displacement \(-(1-2\nu)P/(4\pi\mu\rho)\). A planar field proportional to \(1/\rho\) obeys Gauss's law in two dimensions, so a uniform disc acts outside itself as if its load \(P=\pi R^2S\) were at the centre. The added displacement is \(-(1-2\nu)SR^2/(4\mu r)\), and

\[
\varepsilon_{rr}^{\rm add}=-\varepsilon_{\theta\theta}^{\rm add}
=\frac{(1-2\nu)SR^2}{4\mu r^2}.
\tag{21}
\]

The added field has the form of (5), with zero in-plane trace. Its \(\varepsilon_{zz}\) also vanishes, because \(\sigma_{zz}=0\) there. In isotropic silicon the strain is symmetric about the via axis, so \(\varepsilon_{xx}-\varepsilon_{yy}=(\varepsilon_{rr}-\varepsilon_{\theta\theta})\cos2\theta\) and the angular factor holds at every depth. At the face the amplitude again falls as \(1/r^2\) and is larger than deep in the wafer. Equation (21) assumes that copper and silicon have equal elastic constants. With their different constants, using \(\mu_m\) and \(\nu_m=0.215\) in (21) is a rough estimate that overstates the increase; it puts the splitting at 5 µm at 13.1 meV, against 8.87 meV deep in the wafer, whereas the full axisymmetric problem with the two sets of isotropic constants gives about 12.1 meV. In that case the \(1/r^2\) fall at the face holds only to a few percent, and Z is offset from the mean of X and Y by up to about 0.1 meV. At depths comparable with \(R\), neither amplitude applies and the trace need not vanish.

## Comparison with real devices

A via a few microns wide, filled with copper and insulated by oxide, is a realistic structure. The chosen stress-free temperature is an assumption, since it depends on the anneal and on plastic flow. Far from the via ends, the model's copper has a von Mises stress of 177 MPa, close to a rough yield stress of 200 MPa. By linear scaling it would yield there after cooling by about 170 K, and (7) would then underestimate the strain. The axial tension is the largest, so volume-conserving flow adds a plastic strain \(p>0\) along the axis and \(-p/2\) in each in-plane direction. At fixed \(c\) this changes the radial stress in (6) by \((\lambda_i+\mu_i)p-\lambda_ip=\mu_ip\), so the copper pulls harder on the silicon. An oxide liner 0.2 µm thick, placed outside the same copper radius and assumed stress-free at the same 450 K, lowers the splitting at 5 µm to 8.47 meV, or by 4.5 percent. Without a liner, operation at 375 K with material constants held fixed halves the splitting from 8.87 to 4.44 meV.

For an n-channel transistor on a (001) face, a major omission is confinement. In a uniform field \(\mathcal F\) against an impenetrable wall, the lowest level is \(2.338\,(\hbar^2q^2\mathcal F^2/2m_z)^{1/3}\), where \(q\) is the elementary charge, \(m_z\) is the mass normal to the face and 2.338 is the magnitude of the first Airy zero. At 0.3 MV/cm, masses of 0.92 for Z and 0.19 for X and Y, in free-electron masses, give 78 and 132 meV. Z therefore lies 54 meV below the other two before strain is added. In isotropic silicon the \(\cos2\theta\) factor of (1), with the larger amplitude found at the face, still describes the strain contribution to the X–Y difference, but the lowest subband belongs to Z, which has no first-order shift at the face when copper and silicon have equal elastic constants. The band-edge lowering and the populations in (11) apply to bulk electrons, not to this channel. X and Y are still not empty there: their two-dimensional density of states is larger, and with nondegenerate weights at 300 K they hold about a third of the electrons, which the strain redistributes between them. The electrons in Z respond mainly through the shear-induced change of their transverse masses.

The numerical output below lists the main values used here.

## Computed values

```
Via radius: 2.5 um
Distance from axis: 5 um
Stress-free temperature: 450 K
Use temperature: 300 K
Expansion Cu, Si: 17.0, 2.6 ppm/K
Copper E: 120 GPa; Poisson ratio: 0.34
Copper lambda, mu: 95.15, 44.78 GPa
Silicon C11, C12, C44: 166, 64, 80 GPa
Isotropic Si mu: 65.50 GPa; Poisson ratio: 0.2152
Deformation potential Xi_u: 9 eV
Thermal misfit: -2.16 1e-3
Radial Si strain at wall: 1.972 1e-3
Finite-element wall strain: 1.971 1e-3
Radial Si strain at point: 0.4929 1e-3
Radial Si stress at wall: 258.3 MPa
Radial Si stress at point: 64.57 MPa
Shifts X, Y, Z at 0 deg: 4.436, -4.436, 0.000 meV
Isotropic E_X-E_Y at 0 deg: 8.872 meV
Isotropic E_X-E_Y at 22.5 deg: 6.273 meV
Isotropic E_X-E_Y at 45 deg: 0.000 meV
Isotropic E_X-E_Y at 67.5 deg: -6.273 meV
Isotropic E_X-E_Y at 90 deg: -8.872 meV
Wall E_X-E_Y at 0 deg: 35.49 meV
Thermal energy: 25.85 meV
Populations X, Y, Z at 0 deg: 27.80, 39.19, 33.01 percent
Pseudopotential valley position: 0.8526 2pi/a
Pseudopotential Xi_u (pattern test): 10.24 eV
Crystal splitting ratio at 0 deg: 1.0000 (no unit)
Crystal splitting ratio at 20 deg: 0.7660 (no unit)
Crystal splitting ratio at 45 deg: -0.0000 (no unit)
Crystal splitting ratio at 70 deg: -0.7660 (no unit)
Cubic E_X-E_Y at 0 deg: 9.82 meV
Cubic E_X-E_Y at 22.5 deg: 7.66 meV
Cubic cos(2 theta) part: 10.33 meV
Cubic cos(6 theta) part: -0.4658 meV
Cubic cos(10 theta) part: -0.04077 meV
Cubic largest trace magnitude: 0.1004 1e-3
Cubic wall stiffness: 126.6 GPa
Isotropic wall stiffness: 131 GPa
Surface-estimate splitting: 13.13 meV
Oxide liner: 0.2 um; E: 70 GPa; nu: 0.17
Oxide expansion: 0.5 ppm/K
Splitting with oxide liner: 8.471 meV
Shear D: 14.0 eV; band gap Delta: 0.50 eV
Z shear shift at 45 deg: -0.09523 meV
Copper radial stress: 258.3 MPa
Copper axial stress: 434.8 MPa
Copper von Mises stress: 176.6 MPa
Rough copper yield stress: 200 MPa
Splitting at 375 K: 4.436 meV
Inversion-layer field: 0.3 MV/cm
Masses long, trans: 0.92, 0.19 electron masses
Confined Z, X/Y: 78.10, 132.13 meV
Confinement separation: 54.03 meV
```
